# Zero-field quadrupole levels and lines for spin 1 and spin 3/2: a program that tests the result

```python
"""
Zero-field nuclear quadrupole levels and lines, for spin 1 and spin 3/2.

Result under test, with CQ = e Q Vzz / h and eta = (Vxx - Vyy) / Vzz:
  spin 1  : lines (3/4)|CQ|(1 + eta/3), (3/4)|CQ|(1 - eta/3), |CQ| eta/2
  spin 3/2: one line (|CQ|/2) sqrt(1 + eta^2/3)
V is the traceless field-gradient tensor, |Vzz| >= |Vyy| >= |Vxx|.
Q is the nuclear quadrupole moment, defined in the state m = I.
Energies are divided by h; the worked example is in MHz.
"""
import numpy as np


def spin_matrices(spin):
    """Ix, Iy, Iz in the basis m = I, I-1, ..., -I."""
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2,
                     (raising - lowering) / 2j,
                     np.diag(m)], dtype=complex)


def tensor_hamiltonian(ops, spin, charge_q, gradient):
    """Q / (2I(2I-1)) * sum_ab V_ab I_a I_b, for traceless V."""
    total = np.einsum('ab,aij,bjk->ik', gradient, ops, ops)
    return charge_q * total / (2 * spin * (2 * spin - 1))


def principal_hamiltonian(spin, cq, eta):
    """Quadrupole Hamiltonian in the principal axes of the gradient."""
    ix, iy, iz = spin_matrices(spin)
    bracket = (3 * iz @ iz - spin * (spin + 1) * np.eye(len(iz))
               + eta * (ix @ ix - iy @ iy))
    return cq * bracket / (4 * spin * (2 * spin - 1))


def levels_spin1(cq, eta):
    return np.sort([-cq / 2, cq * (1 - eta) / 4, cq * (1 + eta) / 4])


def levels_spin32(cq, eta):
    e = abs(cq) / 4 * np.sqrt(1 + eta**2 / 3)
    return np.array([-e, -e, e, e])


def lines_spin1(cq, eta):
    a = abs(cq)
    return np.array([0.75 * a * (1 + eta / 3),
                     0.75 * a * (1 - eta / 3), a * eta / 2])


def line_spin32(cq, eta):
    return abs(cq) / 2 * np.sqrt(1 + eta**2 / 3)


# --- Model nucleus: unit charge in a p orbital with <r^2> = 1 ---
# Second moments <p_j| x_a x_b |p_k> by quadrature over the sphere.
nodes, weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
cos_t, phi_grid = np.meshgrid(nodes, phi, indexing='ij')
sin_t = np.sqrt(1 - cos_t**2)
n = np.array([sin_t * np.cos(phi_grid), sin_t * np.sin(phi_grid),
              cos_t]).reshape(3, -1)
w = np.repeat(weights, 16) * 2 * np.pi / 16
moments = 3 / (4 * np.pi) * np.einsum('p,jp,kp,ap,bp->jkab', w, n, n, n, n)

stretched = np.array([-1, -1j, 0]) / np.sqrt(2)      # m = +1
zz = (stretched.conj() @ moments[:, :, 2, 2] @ stretched).real
model_q = 3 * zz - 1

# Orbital angular momentum in the basis p_x, p_y, p_z.
epsilon = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    epsilon[a, b, c], epsilon[a, c, b] = 1, -1
orbital = -1j * epsilon
assert np.allclose(orbital[2] @ stretched, stretched)

# Total angular momentum 3/2 from orbital 1 and spin 1/2.
half = spin_matrices(0.5)
total_j = np.array([np.kron(orbital[a], np.eye(2))
                    + np.kron(np.eye(3), half[a]) for a in range(3)])
j_squared = sum(op @ op for op in total_j)
values, vectors = np.linalg.eigh(j_squared)
quartet = vectors[:, np.abs(values - 3.75) < 1e-9]
assert quartet.shape[1] == 4
j_ops = np.array([quartet.conj().T @ op @ quartet for op in total_j])

rng = np.random.default_rng(7)
worst_model = 0.0
for trial in range(20):
    v = rng.normal(size=(3, 3))
    v = v + v.T
    v -= np.eye(3) * np.trace(v) / 3
    principal = np.linalg.eigvalsh(v)
    vxx, vyy, vzz = principal[np.argsort(np.abs(principal))]
    eta_v = (vxx - vyy) / vzz
    assert -1e-12 <= eta_v <= 1 + 1e-12
    cq_v = model_q * vzz
    energy1 = 0.5 * np.einsum('ab,jkab->jk', v, moments)
    energy32 = quartet.conj().T @ np.kron(energy1, np.eye(2)) @ quartet
    # Operator form of the charge energy.
    assert np.allclose(energy1, tensor_hamiltonian(orbital, 1, model_q, v),
                       atol=1e-12)
    assert np.allclose(energy32, tensor_hamiltonian(j_ops, 1.5, model_q, v),
                       atol=1e-12)
    # Levels of the charge energy against the closed formulas.
    d1 = np.linalg.eigvalsh(energy1) - levels_spin1(cq_v, eta_v)
    d32 = np.linalg.eigvalsh(energy32) - levels_spin32(cq_v, eta_v)
    worst_model = max(worst_model, np.abs(d1).max(), np.abs(d32).max())
    # Each spin-1 level belongs to one principal gradient component.
    assert np.allclose(np.linalg.eigvalsh(energy1),
                       np.sort(-model_q * principal / 2), atol=1e-12)
assert worst_model < 1e-11

# --- Principal-axis Hamiltonian: form and lines, both signs of CQ ---
worst_lines = 0.0
for cq in (-2.7, 1.9):
    for eta in np.linspace(0, 1, 11):
        v = np.diag([-(1 - eta) / 2, -(1 + eta) / 2, 1.0])
        for spin in (1, 1.5):
            assert np.allclose(
                principal_hamiltonian(spin, cq, eta),
                tensor_hamiltonian(spin_matrices(spin), spin, cq, v))
        e = np.linalg.eigvalsh(principal_hamiltonian(1, cq, eta))
        gaps = np.sort([e[1] - e[0], e[2] - e[1], e[2] - e[0]])
        d1 = gaps - np.sort(lines_spin1(cq, eta))
        e = np.linalg.eigvalsh(principal_hamiltonian(1.5, cq, eta))
        assert abs(e[1] - e[0]) < 1e-12 and abs(e[3] - e[2]) < 1e-12
        d32 = e[3] - e[0] - line_spin32(cq, eta)
        worst_lines = max(worst_lines, np.abs(d1).max(), abs(d32))
assert worst_lines < 1e-12


def doublet_data(cq, eta):
    """Line strengths along x, y, z and |m|=1/2 weight of upper doublet."""
    _, vec = np.linalg.eigh(principal_hamiltonian(1.5, cq, eta))
    low, high = vec[:, :2], vec[:, 2:]
    strength = np.array([np.sum(np.abs(high.conj().T @ op @ low)**2)
                         for op in spin_matrices(1.5)])
    return strength, np.sum(np.abs(high[1:3])**2) / 2


for eta in (0.0, 0.25, 0.6, 1.0):
    strength, weight = doublet_data(1.0, eta)
    formula = np.array([(3 + eta)**2, (3 - eta)**2, 4 * eta**2])
    assert np.allclose(strength, formula / (2 * (3 + eta**2)), atol=1e-12)
    assert abs(weight - (1 - 1 / np.sqrt(1 + eta**2 / 3)) / 2) < 1e-12

# --- Worked example, all levels and lines by diagonalization ---
cq, eta = 4.0, 0.3
e1, u1 = np.linalg.eigh(principal_hamiltonian(1, cq, eta))
plus, minus, zero = e1[2] - e1[0], e1[1] - e1[0], e1[2] - e1[1]
pairs = [(0, 2), (0, 1), (1, 2)]
strength1 = np.array([[abs(u1[:, i].conj() @ op @ u1[:, k])**2
                       for op in spin_matrices(1)] for i, k in pairs])
assert np.allclose(strength1, np.eye(3), atol=1e-12)
cq_back = 2 * (plus + minus) / 3
eta_back = 3 * (plus - minus) / (plus + minus)
assert abs(cq_back - cq) < 1e-12 and abs(eta_back - eta) < 1e-12

e32 = np.linalg.eigvalsh(principal_hamiltonian(1.5, cq, eta))
single = e32[3] - e32[0]
strength32, weight32 = doublet_data(cq, eta)
cq_max, cq_min = 2 * single, np.sqrt(3) * single
for trial_cq, trial_eta in ((cq_max, 0.0), (cq_min, 1.0)):
    e = np.linalg.eigvalsh(principal_hamiltonian(1.5, trial_cq, trial_eta))
    assert abs(e[3] - e[0] - single) < 1e-12

print(f"Model nucleus: Q / <r^2> = {model_q:.4f}")
print(f"Model nucleus: largest level error = {worst_model:.1e} (model units)")
print(f"Eta scan: largest line error = {worst_lines:.1e} (units of CQ input)")
print(f"Example input: CQ = {cq:.4f} MHz")
print(f"Example input: eta = {eta:.4f}")
for name, value in zip(("z", "x", "y"), e1):
    print(f"Spin 1 level E_{name} = {value:.4f} MHz")
for name, value, row in zip(("nu+", "nu-", "nu0"), (plus, minus, zero),
                            strength1):
    print(f"Spin 1 line {name} = {value:.4f} MHz; strengths x, y, z = "
          + ", ".join(f"{s:.4f}" for s in row))
print(f"Spin 1 recovered CQ = {cq_back:.4f} MHz")
print(f"Spin 1 recovered eta = {eta_back:.4f}")
print(f"Spin 3/2 lower doublet = {e32[0]:.4f} MHz")
print(f"Spin 3/2 upper doublet = {e32[3]:.4f} MHz")
print(f"Spin 3/2 line = {single:.4f} MHz")
print(f"Spin 3/2 line for eta = 0, same CQ = {line_spin32(cq, 0):.4f} MHz")
print(f"Spin 3/2 upper doublet: weight on |m|=1/2 = {weight32:.5f}")
for name, value in zip("xyz", strength32):
    print(f"Spin 3/2 summed strength along {name} = {value:.4f}")
print(f"Spin 3/2 line allows CQ from {cq_min:.4f} MHz (eta = 1)")
print(f"Spin 3/2 line allows CQ up to {cq_max:.4f} MHz (eta = 0)")
print("all good")
```

Output:

```
Model nucleus: Q / <r^2> = -0.4000
Model nucleus: largest level error = 3.6e-15 (model units)
Eta scan: largest line error = 1.1e-15 (units of CQ input)
Example input: CQ = 4.0000 MHz
Example input: eta = 0.3000
Spin 1 level E_z = -2.0000 MHz
Spin 1 level E_x = 0.7000 MHz
Spin 1 level E_y = 1.3000 MHz
Spin 1 line nu+ = 3.3000 MHz; strengths x, y, z = 1.0000, 0.0000, 0.0000
Spin 1 line nu- = 2.7000 MHz; strengths x, y, z = 0.0000, 1.0000, 0.0000
Spin 1 line nu0 = 0.6000 MHz; strengths x, y, z = 0.0000, 0.0000, 1.0000
Spin 1 recovered CQ = 4.0000 MHz
Spin 1 recovered eta = 0.3000
Spin 3/2 lower doublet = -1.0149 MHz
Spin 3/2 upper doublet = 1.0149 MHz
Spin 3/2 line = 2.0298 MHz
Spin 3/2 line for eta = 0, same CQ = 2.0000 MHz
Spin 3/2 upper doublet: weight on |m|=1/2 = 0.00734
Spin 3/2 summed strength along x = 1.7621
Spin 3/2 summed strength along y = 1.1796
Spin 3/2 summed strength along z = 0.0583
Spin 3/2 line allows CQ from 3.5157 MHz (eta = 1)
Spin 3/2 line allows CQ up to 4.0596 MHz (eta = 0)
all good
```
